When many short pulses switch a ferroelectric grain like one long pulse

Anyone who simulates a pulse train applied to a ferroelectric memory capacitor must decide what to carry from one pulse to the next. If the total time under field is enough, ten thousand pulses can be replaced by one long pulse. If not, the simulation must also account for what each gap does, for example to the unfinished reversed patches inside a grain. The choice depends on what the gaps do to the state of the grain. Memoryless nucleation is one case in which the replacement works, but it is not the general reason.

**A grain without memory**

Consider one grain under rectangular pulses of field E and width w. While the field is on, an unswitched grain has a probability h dt of switching in the next short time dt, whatever its past. The hazard h depends on E alone. In the gaps nothing happens: the grain neither switches nor switches back. Let S(t) be the probability that it is still unswitched. To survive until t + dt it must survive until t and then through dt, so

S(t + dt) = S(t)(1 − h dt), hence dS/dt = −hS.

Dividing by S and integrating from S(0) = 1 gives

S = exp(−∫ h(E(t)) dt).

The gaps add nothing to the integral. Each of N equal pulses adds hw, so

S_N = exp(−Nhw),

which is the survival after one pulse of length Nw. Hazards add over time; switching probabilities do not. With the chance per pulse f = 1 − exp(−hw), the switched probability after N pulses is 1 − (1 − f)^N, which reduces to Nf when Nf is small.

A "subthreshold" pulse is therefore one with small f, not one with f = 0. Moreover, a grain that has survived many pulses is no closer to switching than a fresh one: its chance in the next pulse is still f. What accumulates is the probability of having switched, not progress within the grain.

Equal duration also requires equal amplitude. For pulses of different heights, the quantity to match is the integral of h.

**Where the hazard comes from**

Nucleation has an internal state, the size of the reversed patch, so a constant hazard must be derived. Let a patch of n reversed cells have energy

G(n) = a√n − pEn.

The first term is the cost of the patch edge, which grows as the square root of its area. In the second, p is the dipole change on reversing one cell, taken along the field. The product pE is an energy; with p in e Å and E in V/Å it comes out in eV. Setting the derivative to zero,

a/(2√n) − pE = 0, so √n* = a/(2pE),

and inserting this into G gives the barrier

G* = a²/(2pE) − a²/(4pE) = a²/(4pE).

I take round model parameters, not fitted to any film: a = 0.25 eV, p = 3 e Å, E = 0.015 V/Å and a temperature of 300 K, for which kT = 0.02585 eV. Then pE = 0.045 eV, and

G* = 0.0625/(4 × 0.045) = 0.347 eV, n* = (0.25/0.090)² = 7.7 cells.

The grain has L = 100 cells. When all are reversed, the model treats the grain as permanently switched. The edge term a√n is kept up to n = L, so at zero field even a patch larger than half the grain tends to shrink. This is a choice of the model, and it favours erasure in the gaps.

The patch gains or loses one cell at a time, with rates

u(n) = ν exp{−[G(n+1) − G(n)]/(2kT)} for n → n+1,

d(n+1) = ν exp{+[G(n+1) − G(n)]/(2kT)} for n+1 → n,

and ν = 10⁴ per µs. With weights g(n) = exp[−G(n)/kT], these rates obey detailed balance, g(n)u(n) = g(n+1)d(n+1).

Let M(n) be the mean time to fill the grain from patch size n, with the field held on. Waiting for a time dt and then averaging over the possible steps gives

−1 = u(n)[M(n+1) − M(n)] + d(n)[M(n−1) − M(n)],

with M(L) = 0 and d(0) = 0. Multiply by g(n) and define J(n) = g(n)u(n)[M(n) − M(n+1)]. Detailed balance turns the last term into J(n−1), so

−g(n) = −J(n) + J(n−1), or J(n) = J(n−1) + g(n).

Since J(−1) = 0, J(j) is the sum of g(i) from i = 0 to j. Dividing by g(j)u(j) and summing the differences of M gives

M(0) = Σ_{j=0}^{L−1} [1/(g(j)u(j))] Σ_{i=0}^{j} g(i).

For the chosen parameters M(0) = 500.3 µs.

The same steps with −1 replaced by −y(n) solve the equation for any source y. They therefore give the inverse of the rate matrix, with its sign reversed, on the unswitched states. Applying this inverse repeatedly isolates the slowest decay mode, whose eigenvalue is 1/h. Numerically, h = 1.999 × 10⁻³ per µs, or 1/h = 500.3 µs.

**The time lag**

Starting from an empty grain, the survival probability is a sum of decaying exponentials. Once the fast ones have died out,

S(t) ≈ C exp(−ht) = exp[−h(t − τ)], with τ = (ln C)/h.

The amplitude C comes from the right and left eigenvectors r and l of the slowest mode: C = r(0) Σl(n)/Σl(n)r(n). The lag τ is the delay before the steady hazard is established, including the time a successful patch needs to fill the grain. Here τ = 0.00996 µs, about 10 ns. Most of this is filling time, so it belongs to the chosen grain size and to step rates that add one cell at a time whatever the patch size: with the same rates τ is 0.0059 µs for L = 50, 0.017 µs for L = 200 and 0.065 µs for L = 1000, while h does not change. It is tiny beside 1/h, which is why a grain under steady field looks memoryless. In a pulse train whose gaps erase unfinished patches, however, what matters is its size relative to w, not to 1/h.

Suppose each gap has zero field and is long enough to erase an unfinished patch. In this model a gap of 1 µs suffices for all but nearly complete patches: a grain that enters it with a 50-cell patch has a probability of only 6.4 × 10⁻⁵ of not being empty at the end. A grain that enters the gap empty has the same probability, which comes from small patches that form and vanish thermally; the original patch has been forgotten. A 90-cell patch instead fills the grain during the gap with probability 0.007, and a 99-cell patch with probability 0.61. Each pulse then starts afresh and pays the lag again. If w is much longer than τ, and the few patches that finish filling the grain during a gap are neglected, the survival factors multiply to

S_N ≈ exp[−Nh(w − τ)].

A single pulse of length T pays the lag once, so equal switching requires

N(w − τ) = T − τ.

Equal total duration, Nw = T, is recovered when τ/w is negligible.

**Reading the pulse trains**

Let the total field-on time be 400 µs. Propagating the full chain with matrix exponentials gives a switched probability of 0.5505 for one pulse. Divided into shorter pulses separated by 1 µs gaps, the same on-time gives:

- 40 pulses of 10 µs: 0.5501
- 400 pulses of 1 µs: 0.5469
- 4000 pulses of 0.1 µs: 0.5136
- 20 000 pulses of 0.02 µs: 0.3334
- 80 000 pulses of 0.005 µs: 0.0000 to four decimals

For the 0.1 µs pulses the lag formula gives

Nh(w − τ) = 4000 × 0.0019988 × (0.1 − 0.00996) = 0.720,

and 1 − exp(−0.720) = 0.513, in agreement with the chain. To match the single pulse one needs about 400/0.0900 ≈ 4440 such pulses, 11% more than equal duration suggests. The 0.005 µs pulses are shorter than the lag, and their patches are erased before they can fill the grain. These short-pulse values depend on the edge term. If it is a√min(n, L − n), so that the wall shrinks again past half filling, larger patches complete in the gap; h is unchanged, but the 0.1, 0.02 and 0.005 µs trains give 0.529, 0.430 and 0.033.

The cause is the gap, not the shortness of the pulse. If the patch distribution is held frozen between the 80 000 shortest pulses, the switched probability returns to 0.5505. For 0.1 µs pulses separated by intervals of zero field, gaps of 0.001, 0.01 and 0.1 µs give 0.5393, 0.5178 and 0.5136. Lengthening the gap to 1 µs changes nothing at this precision: the erasure is already complete.

Amplitude matters far more than small errors in duration. Lowering the field by 10% raises the barrier from 0.347 to 0.386 eV. That change alone would multiply the hazard by exp(−0.0386/0.02585) ≈ 0.22; the full chain gives 0.19, the rest coming from the prefactor. If 200 pulses of 1 µs at full field alternate with 200 at the lower field, again with 1 µs gaps, the switched probability is 0.376, although the total duration is still 400 µs. Neglecting the lag, the added hazards give

200 × (0.0019988 + 0.00038202) = 0.476,

and 1 − exp(−0.476) = 0.379. Including the lag at each field brings this to 0.376.

**The general reason**

Let a row vector P hold the probabilities of all internal states, and let the constant matrix Q generate their evolution under the field, dP/dt = PQ. One pulse multiplies P by exp(Qw). If the gap leaves P unchanged, N pulses give

exp(Qw) exp(Qw) … exp(Qw) = exp(QNw),

because Q commutes with itself. This is one long pulse, however much memory the internal state holds. Q may even describe several interacting grains, provided their joint state is frozen in the gaps. The memoryless grain is the special case in which an unswitched grain has no internal state for the gap to alter.

A counterexample to the converse makes the distinction concrete. Let switching require ten successive irreversible stages, each with rate κ = 10h, and let completed stages be retained in the gaps. The mean field-on time is 10/κ = 1/h, as before. The grain is unswitched if fewer than ten events of a Poisson process have occurred, so

S = exp(−κT) Σ_{j=0}^{9} (κT)^j/j!, with T = Nw.

Only the total duration enters. Four hundred pulses of 1 µs and one pulse of 400 µs both give a switched probability of 0.2828. Yet this grain does make progress: its chance of switching, if it has not yet done so, rises from 3.7 × 10⁻⁶ in pulse 100 to 3.4 × 10⁻³ in pulse 400. Observing equal-duration behaviour therefore does not show that nucleation is memoryless.

**What distinguishes the two cases**

The scatter of the pulse count does distinguish these two models. For a memoryless grain, the probability of first switching in pulse k is (1 − f)^(k−1) f. This geometric distribution has mean 1/f and variance (1 − f)/f², so its relative standard deviation is √(1 − f). For 1 µs pulses with erasing gaps, f = 0.001977: the mean is 506 pulses and the relative spread 0.999. The ten-stage grain has nearly the same mean, 501 pulses, but a relative spread of 0.316, close to 1/√10.

A film can nevertheless show a fairly definite pulse number even when each grain is memoryless. Let K identical grains switch independently, each with hazard λ = h(w − τ) per pulse, and treat the pulse number as continuous. When i grains have switched, the survival probabilities of the other K − i multiply, so their hazards add to (K − i)λ. The successive waits are independent and exponential. The count at which m grains have switched thus has

mean = Σ_{i=0}^{m−1} 1/[(K − i)λ], variance = Σ_{i=0}^{m−1} 1/[(K − i)λ]².

For K = 50 and m = 25 the mean is 345 pulses and the relative spread 0.204. For large K and m = K/2, replacing the sums by integrals gives a mean of (ln 2)/λ and a variance of 1/(Kλ²), so the relative spread falls as 1/(√K ln 2). A repeatable half-switching count is therefore no evidence of progress within a grain. The shape of the switching curve says more. In a large film of identical memoryless grains, going from 10% to 90% switched multiplies the pulse number by ln 10/ln(10/9) ≈ 22; for ten-stage grains the factor is only 2.3. Differences between grains also change this shape, so the more direct test is the scatter of the pulse count in repeated trials on a single grain. That scatter tests for staged progress, not for what the gaps do: the nucleation chain has a relative spread close to one with frozen gaps as well as with erasing ones.

**When the gap undoes the switching**

If switched grains can return in the gaps, equal duration fails even without nucleation memory. Let b be the probability of return in one gap, and x the switched probability just after a pulse. The gap leaves x(1 − b), and the next pulse switches a fraction f of the remainder:

x′ = x(1 − b) + f[1 − x(1 − b)] = f + (1 − f)(1 − b)x.

Setting x′ = x gives the plateau

x = f/[1 − (1 − f)(1 − b)].

With the same h, no nucleation lag, 1 µs pulses, 1 µs gaps and a return hazard of 0.001 per µs, the plateau is 0.667. More pulses do not raise it, whereas one sufficiently long pulse brings the switched probability as close to one as desired.

The model leaves out charge trapping, pinning of domain walls, depolarizing or imprint fields that act in the gaps, pulse ramps, differences between grains and fields that change as neighbours switch. Within these limits, a train of equal pulses can be replaced by one long pulse of the same amplitude when the gaps leave every state variable that affects switching unchanged. The replacement also holds approximately when the gaps only erase unfinished patches, switched grains stay switched, and the lag is much shorter than the pulse. A real train also has ramps, during which the hazard is not zero. Their contribution to the integral of h must be small if they are to be neglected; otherwise it has to be counted.
